# Phonon group velocities from an interpolated dynamical matrix, with branch tracking: verification in Python

```python
"""Phonon group velocities from a Fourier-interpolated dynamical matrix.

Result under test: for D(q) = sum_d C(d) exp(i q.d), a simple mode has
v = <e|grad D|e>/(2 omega). In a degenerate space the slopes along n are the
eigenvalues of the projected n.grad D, divided by 2 omega. Overlaps of the
resulting eigenspaces carry branch labels through crossings.
Symbols: q wavevector (1/angstrom), d atomic separation (angstrom),
C mass-weighted force constants, D in (rad/ps)^2, omega in rad/ps,
v in angstrom/ps (1 angstrom/ps = 100 m/s), xi = q a/(2 pi).
The model is a diamond-structure crystal with central springs k1 and k2.
"""
from itertools import permutations, product
import numpy as np
from scipy.constants import atomic_mass
from scipy.optimize import linear_sum_assignment

a, mass_u, k1, k2 = 5.5, 30.0, 100.0, 20.0
per_mass = 1e-24 / (mass_u * atomic_mass)      # N/m to (rad/ps)^2
to_q = 2 * np.pi / a
MS = 100.0                                      # angstrom/ps to m/s
cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
tau = a / 4 * np.array([[0, 0, 0], [1, 1, 1]], float)
first = a / 4 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
second = a / 2 * np.array([r for r in product((-1, 0, 1), repeat=3)
                           if np.dot(r, r) == 2])


def spring_matrix(q):
    """Dynamical matrix directly from the sum over springs."""
    D = np.zeros((6, 6), complex)
    for b in first:
        P = k1 * np.outer(b, b) / (b @ b)
        D[:3, :3] += P
        D[3:, 3:] += P
        D[:3, 3:] -= P * np.exp(1j * q @ b)
        D[3:, :3] -= P * np.exp(-1j * q @ b)
    for r in second:
        P = k2 * np.outer(r, r) / (r @ r) * (1 - np.exp(1j * q @ r))
        D[:3, :3] += P
        D[3:, 3:] += P
    return D * per_mass


def spring_omega(q):
    return np.sqrt(np.linalg.eigvalsh(spring_matrix(q)))


def fourier_model(N, share_ties=True):
    """Force constants from an N*N*N mesh, placed at shortest images."""
    mesh = np.array(list(product(range(N), repeat=3)))
    qs = mesh @ (2 * np.pi * np.linalg.inv(cell).T) / N
    Dq = np.array([spring_matrix(q) for q in qs])
    shifts = np.array(list(product(range(-2, 3), repeat=3))) @ (N * cell)
    vectors, offsets, constants = [], [], []
    for R in mesh @ cell:
        for i, j in product(range(2), repeat=2):
            offset = tau[j] - tau[i]
            rows, cols = slice(3*i, 3*i + 3), slice(3*j, 3*j + 3)
            phase = np.exp(-1j * qs @ (R + offset))
            block = np.mean(Dq[:, rows, cols] * phase[:, None, None], axis=0)
            assert np.max(abs(block.imag)) < 1e-8   # real forces
            images = R + offset + shifts
            dist = np.linalg.norm(images, axis=1)
            nearest = images[dist < dist.min() + 1e-6]
            if not share_ties:
                nearest = nearest[:1]
            for d in nearest:
                full = np.zeros((6, 6))
                full[rows, cols] = block.real / len(nearest)
                vectors.append(d)
                offsets.append(offset)
                constants.append(full.ravel())
    return np.array(vectors), np.array(constants), np.array(offsets)


def evaluate(model, q):
    """Interpolated D and its analytic Cartesian gradient."""
    d, C = model[:2]
    phase = np.exp(1j * d @ q)
    D = (phase @ C).reshape(6, 6)
    grad = ((1j * d * phase[:, None]).T @ C).reshape(3, 6, 6)
    return D, grad


def split(indices, values, tol):
    """Split an ascending list wherever neighbours differ by more than tol."""
    cuts = np.where(np.diff(values) > tol)[0] + 1
    return np.split(np.array(indices), cuts)


def slopes(model, q, n):
    """Frequencies, slopes along n, adapted vectors, unresolved subspaces."""
    D, grad = evaluate(model, q)
    w2, E = np.linalg.eigh(D)
    Dn = np.tensordot(n, grad, axes=1)
    dw2, subspaces = np.zeros(6), []
    for g in split(np.arange(6), w2, 1e-8 * w2[-1]):
        s, U = np.linalg.eigh(E[:, g].conj().T @ Dn @ E[:, g])
        E[:, g] = E[:, g] @ U
        dw2[g] = s
        subspaces += split(g, s, 1e-6 * w2[-1] * a)
    omega = np.sqrt(w2)
    return omega, dw2 / (2 * omega), E, subspaces


def track(model, path, n):
    """Follow branches by subspace overlap; labels are those of path[0]."""
    omega, v, E, _ = slopes(model, path[0], n)
    all_omega, all_v, worst = [omega], [v], 1.0
    first_E = E
    for q in path[1:]:
        w_new, v_new, E_new, subspaces = slopes(model, q, n)
        S = E_new.conj().T @ E
        weight = np.zeros((6, 6))
        for g in subspaces:
            weight[g] = np.sum(abs(S[g])**2, axis=0)
        rows, label = linear_sum_assignment(-weight)
        worst = min(worst, weight[rows, label].min())
        omega, v, E_next = np.zeros(6), np.zeros(6), np.zeros_like(E)
        for g in subspaces:
            U, _, Vh = np.linalg.svd(S[np.ix_(g, label[g])])
            E_next[:, label[g]] = E_new[:, g] @ U @ Vh
            omega[label[g]], v[label[g]] = w_new[g], v_new[g]
        E = E_next
        all_omega.append(omega)
        all_v.append(v)
    return np.array(all_omega), np.array(all_v), first_E, E, worst


x, y = np.eye(3)[0], np.eye(3)[1]
model = fourier_model(4)
print(f"a = {a} angstrom, mass = {mass_u} u, k1 = {k1} N/m, k2 = {k2} N/m")

# Interpolation between mesh points, and the treatment of tied images.
q_gen = to_q * np.array([0.31, 0.17, 0.08])
D_ref = spring_matrix(q_gen)
scale = np.max(abs(D_ref))
shared, unshared = fourier_model(2), fourier_model(2, False)
for trial in (model, shared):
    assert np.max(abs(evaluate(trial, q_gen)[0] - D_ref)) < 1e-10 * scale
D_bad = evaluate(unshared, q_gen)[0]
non_herm = np.max(abs(D_bad - D_bad.conj().T)) / scale
q_mesh = np.array([1, 0, 0]) @ (2 * np.pi * np.linalg.inv(cell).T) / 2
on_mesh = np.max(abs(evaluate(unshared, q_mesh)[0] - spring_matrix(q_mesh)))
assert non_herm > 0.01 and on_mesh < 1e-10 * scale
print(f"2x2x2 mesh, ties unshared: max|D-D^+|/max|D| = {non_herm:.3f}")

# Full velocity vectors at a general q, in both phase conventions.
h = 1e-4
omega_gen = slopes(model, q_gen, x)[0]
assert np.min(np.diff(omega_gen)) > 0.01
v_gen = np.array([slopes(model, q_gen, n)[1] for n in np.eye(3)]).T
v_fd = np.array([(spring_omega(q_gen + h*n) - spring_omega(q_gen - h*n))
                 / (2*h) for n in np.eye(3)]).T
assert np.allclose(v_gen, v_fd, atol=1e-4)
lattice_model = (model[0] - model[2], model[1])
v_lat = np.array([slopes(lattice_model, q_gen, n)[1] for n in np.eye(3)]).T
assert np.allclose(v_gen, v_lat, atol=1e-8)
grad_change = np.max(abs(evaluate(model, q_gen)[1]
                         - evaluate(lattice_model, q_gen)[1]))
assert grad_change > 1.0
print("General q = (0.31, 0.17, 0.08) 2pi/a: mode, THz, (vx, vy, vz) m/s")
for i in range(6):
    vx, vy, vz = MS * v_gen[i]
    print(f"  {i+1}  {omega_gen[i]/(2*np.pi):.4f}  "
          f"({vx:.1f}, {vy:.1f}, {vz:.1f})")

# Acoustic speeds at Gamma from second-order perturbation theory.
K = 4 * k1 / 3


def sound(n):
    D, grad = evaluate(model, np.zeros(3))
    w2, E = np.linalg.eigh(D)
    P, Q = E[:, :3], E[:, 3:]
    D1 = np.tensordot(n, grad, axes=1)
    D2 = (-(model[0] @ n)**2 @ model[1]).reshape(6, 6)
    mix = Q.conj().T @ D1 @ P
    M = P.conj().T @ D2 @ P / 2 - mix.conj().T @ (mix / w2[3:, None])
    return np.sqrt(np.linalg.eigvalsh(M))


c_100 = sound(x)
c_TA = a / 4 * np.sqrt(4 * k2 * per_mass)
c_LA = a / 4 * np.sqrt((K / 2 + 8 * k2) * per_mass)
assert np.allclose(c_100, [c_TA, c_TA, c_LA], atol=1e-6)
n_gen = np.array([2.0, 1.0, 0.5]) / np.linalg.norm([2.0, 1.0, 0.5])
assert np.allclose(sound(n_gen), spring_omega(1e-3*n_gen)[:3] / 1e-3,
                   atol=1e-3)
print(f"Sound speeds along [100]: TA {MS*c_100[0]:.1f}, "
      f"LA {MS*c_100[2]:.1f} m/s")

# Directional slopes at the triple point, checked by central differences.
xi_c = 2 / np.pi * np.arccos(k1 / (3 * k2) - 1)
q_c = to_q * xi_c * x
omega_c = spring_omega(q_c)
assert np.ptp(omega_c[3:]) < 1e-9 * omega_c[-1]
print(f"Triple point: xi = {xi_c:.5f}, {omega_c[-1]/(2*np.pi):.4f} THz")
diagonal = (x + y) / np.sqrt(2)
triple = {}
for name, n in (("[100]", x), ("[010]", y), ("[110]", diagonal),
                ("[421]", n_gen)):
    s = slopes(model, q_c, n)[1][3:]
    plus, minus = spring_omega(q_c + h*n)[3:], spring_omega(q_c - h*n)[3:]
    assert np.allclose(s, (plus - minus[::-1]) / (2*h), atol=1e-4)
    triple[name] = s
    print(f"  slopes along {name}: " + ", ".join(f"{MS*t:.1f}" for t in s)
          + " m/s")
misfit = min(np.max(abs(np.sort((triple["[100]"] + np.array(p)) / np.sqrt(2))
                        - triple["[110]"]))
             for p in permutations(triple["[010]"]))
assert MS * misfit > 10
print(f"  best fixed-vector guess for [110] misses by {MS*misfit:.1f} m/s")

# At X, vectors on one atom are eigenvectors but give false slopes.
D_X, grad_X = evaluate(model, to_q * x)
on_A, on_B = np.eye(6)[0], np.eye(6)[3]
w2_X = (on_A @ D_X @ on_A).real
for u in (on_A, on_B):
    assert np.linalg.norm(D_X @ u - w2_X * u) < 1e-9 * w2_X
pair = np.array([on_A, on_B])
velocity_matrix = pair @ grad_X[0] @ pair.T / (2 * np.sqrt(w2_X))
true_X = np.linalg.eigvalsh(velocity_matrix)
assert np.max(abs(np.diag(velocity_matrix))) < 1e-8
v_X = K * per_mass * a / (8 * np.sqrt((K + 8*k2) * per_mass))
assert np.allclose(true_X, [-v_X, v_X], atol=1e-8)
print(f"X point, longitudinal pair: {np.sqrt(w2_X)/(2*np.pi):.4f} THz")
print(f"  one-atom basis: |diagonal| {MS*abs(velocity_matrix[0, 0]):.1f}, "
      f"|off-diagonal| {MS*abs(velocity_matrix[0, 1]):.1f} m/s")
print(f"  slopes along [100]: {MS*true_X[0]:.1f}, {MS*true_X[1]:.1f} m/s")

# Tracking through three crossings, against closed forms on the axis.
xi = np.sort(np.append(np.arange(1, 33) * 0.05, [xi_c, 2 - xi_c]))
omega_t, v_t, _, _, worst = track(model, [to_q * s * x for s in xi], x)
th = np.pi * xi / 2
TA = 2 * k2 * (1 - np.cos(2*th))
L1 = K * (1 - np.cos(th)) + 4 * k2 * (1 - np.cos(2*th))
L2 = K * (1 + np.cos(th)) + 4 * k2 * (1 - np.cos(2*th))
dT = 4 * k2 * np.sin(2*th)
dL1 = K * np.sin(th) + 8 * k2 * np.sin(2*th)
dL2 = -K * np.sin(th) + 8 * k2 * np.sin(2*th)
omega_cf = np.sqrt(per_mass * np.array([TA, TA, L1, TA+2*K, TA+2*K, L2]).T)
v_cf = (per_mass * a / 4 * np.array([dT, dT, dL1, dT, dT, dL2]).T
        / (2 * omega_cf))
assert np.allclose(omega_t, omega_cf, atol=1e-6)
assert np.allclose(v_t, v_cf, atol=1e-5)
assert worst > 0.9
sort_error = np.max(abs(np.sort(omega_t, axis=1) - omega_cf)) / (2*np.pi)
assert sort_error > 0.1
print(f"Tracked path: {len(xi)} points, xi = {xi[0]:.2f} to {xi[-1]:.2f}, "
      f"step at most {np.max(np.diff(xi)):.2f}")
print(f"  smallest subspace overlap {worst:.4f}; "
      f"sorting mislabels by up to {sort_error:.3f} THz")
for title, data, factor, digits in (("frequency, THz", omega_t,
                                     1/(2*np.pi), 3),
                                    ("velocity, m/s", v_t, MS, 1)):
    print(f"  {title}: xi, TA, L1, TO, L2")
    for target in (0.5, xi_c, 0.8, 1.0, 1.2, 2 - xi_c, 1.6):
        k = np.argmin(abs(xi - target))
        row = factor * data[k, [0, 2, 3, 5]] + 0.0
        row[abs(row) < 1e-6] = 0.0
        print(f"    {xi[k]:.4f}  "
              + "  ".join(f"{r:.{digits}f}" for r in row))

# Avoided crossing on a displaced path: the label depends on the step.
shift = 0.004
print(f"Displaced path q = (xi, {shift}, {shift}) 2pi/a, xi 0.385 to 0.685")
final_weight = []
for count in (4, 301):
    line = np.linspace(0.385, 0.685, count)
    path = [to_q * np.array([s, shift, shift]) for s in line]
    omega_d, v_d, E0, E1, low = track(model, path, x)
    start = np.sum(abs(E0[[0, 3], 5])**2)
    end = np.sum(abs(E1[[0, 3], 5])**2)
    assert start > 0.9
    final_weight.append(end)
    print(f"  step {line[1]-line[0]:.3f}: x-weight {start:.3f} -> {end:.3f}, "
          f"smallest overlap {low:.3f}")
assert final_weight[0] > 0.9 and final_weight[1] < 0.1
x_weight = np.sum(abs(E1[[0, 3]])**2, axis=0)
partner = 3 + np.argmax(x_weight[3:])
gap = np.min(abs(omega_d[:, 5] - omega_d[:, partner])) / (2*np.pi)
assert partner != 5 and gap > 1e-4
print(f"  smallest gap of the avoiding branches: {1000*gap:.2f} GHz")
print("all good")
```

Running it gives:

```
a = 5.5 angstrom, mass = 30.0 u, k1 = 100.0 N/m, k2 = 20.0 N/m
2x2x2 mesh, ties unshared: max|D-D^+|/max|D| = 0.372
General q = (0.31, 0.17, 0.08) 2pi/a: mode, THz, (vx, vy, vz) m/s
  1  2.8215  (4683.5, -555.4, 1279.6)
  2  3.4039  (4411.3, 2978.1, -1464.2)
  3  6.0851  (6161.5, 4124.3, 2789.6)
  4  11.9639  (992.4, -4.9, 260.4)
  5  12.1168  (1170.1, 753.1, -445.2)
  6  12.3629  (1178.6, 973.3, 934.0)
Sound speeds along [100]: TA 5510.1, LA 9274.9 m/s
Triple point: xi = 0.53544, 12.5775 THz
  slopes along [100]: 1041.3, 1388.4, 1388.4 m/s
  slopes along [010]: -316.9, -0.0, 316.9 m/s
  slopes along [110]: 603.6, 981.8, 1114.5 m/s
  slopes along [421]: 844.0, 1211.9, 1276.9 m/s
  best fixed-vector guess for [110] misses by 91.3 m/s
X point, longitudinal pair: 12.2128 THz
  one-atom basis: |diagonal| 0.0, |off-diagonal| 2398.0 m/s
  slopes along [100]: -2398.0, 2398.0 m/s
Tracked path: 34 points, xi = 0.05 to 1.60, step at most 0.05
  smallest subspace overlap 0.9985; sorting mislabels by up to 5.871 THz
  frequency, THz: xi, TA, L1, TO, L2
    0.5000  4.510  7.780  12.487  12.507
    0.5354  4.754  8.234  12.577  12.577
    0.8000  6.066  10.974  13.130  12.741
    1.0000  6.378  12.213  13.277  12.213
    1.2000  6.066  12.741  13.130  10.974
    1.4646  4.754  12.577  12.577  8.234
    1.6000  3.749  12.278  12.233  6.407
  velocity, m/s: xi, TA, L1, TO, L2
    0.5000  3896.3  7178.5  1407.2  1154.2
    0.5354  3673.4  6892.8  1388.4  1041.3
    0.8000  1702.7  4420.3  786.6  -564.8
    1.0000  0.0  2398.0  0.0  -2398.0
    1.2000  -1702.7  564.8  -786.6  -4420.3
    1.4646  -3673.4  -1041.3  -1388.4  -6892.8
    1.6000  -4457.8  -1320.2  -1366.1  -7902.8
Displaced path q = (xi, 0.004, 0.004) 2pi/a, xi 0.385 to 0.685
  step 0.100: x-weight 0.984 -> 1.000, smallest overlap 0.948
  step 0.001: x-weight 0.984 -> 0.000, smallest overlap 0.998
  smallest gap of the avoiding branches: 6.52 GHz
all good
```
